**Reduction of channel charge modulation under a sinusoidal gate**

The program tests the factor $R=qt/\sinh(qt)$, where $q$ is the wavenumber of the gate potential and $t$ is its distance from a grounded, perfectly screening channel. It asserts that a two-dimensional finite-difference solution, extrapolated from two meshes, agrees with $R$ and with its form for an anisotropic dielectric. It also asserts the small- and large-$qt$ limits, the Fourier transform of the real-space averaging kernel, and the kernel's prediction at one point under a non-sinusoidal gate. A separate finite-volume solution tests the formula for a channel of finite quantum capacitance, and a nonlinear graphene calculation tests its linearization. For $t=10$ nm and a period of 40 nm, the output gives $R=0.6826$, and the extrapolated mesh value is 0.682569. Finite screening by graphene lowers the factor to 0.6134 in the stated band model. The output also sizes the effects of temperature, charge-plane position, peak field, tunnelling and dielectric anisotropy, using rough material inputs.

## Verification by program

```python
"""
Result under test: a gate-plane potential V0 + V1*cos(q*x), at distance t
from a grounded, perfectly screening channel, induces a charge modulation
smaller than that of a uniform gate change V1 by R = q*t/sinh(q*t).

Symbols: eps = permittivity of gate dielectric, eps_sub = that of substrate,
Cg = eps/t = geometric capacitance per area, Cq = quantum capacitance per area,
K(x) = pi/(4t)*sech(pi*x/(2t))**2 = real-space averaging kernel.
SI units are used internally; energies of the graphene band are in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve
from scipy.sparse import diags, identity, kron, lil_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit

e, hbar, eps0 = const.e, const.hbar, const.epsilon_0
nm = 1e-9


def reduction(u):
    return u / np.sinh(u)


def solve_slab(gate_shape, period, t, n, eps_ratio=1.0):
    """Finite differences for eps_ratio*phi_xx + phi_zz = 0, periodic in x.
    The channel row is zero and the gate row is gate_shape(x)."""
    x = np.arange(n) * period / n
    hx, hz = period / n, t / n
    lap_x = lil_matrix(diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(n, n)))
    lap_x[0, n - 1] = 1.0
    lap_x[n - 1, 0] = 1.0
    lap_z = diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(n - 1, n - 1))
    weight = eps_ratio * (hz / hx) ** 2
    matrix = kron(lap_z, identity(n)) + weight * kron(identity(n - 1), lap_x)
    rhs = np.zeros((n - 1, n))
    rhs[-1] = -gate_shape(x)
    inner = spsolve(matrix.tocsc(), rhs.ravel()).reshape(n - 1, n)
    phi = np.vstack([np.zeros(n), inner, gate_shape(x)])
    slope_channel = (4 * phi[1] - phi[2]) / (2 * hz)
    slope_gate = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * hz)
    return x, slope_channel, slope_gate


# Worked example: rough typical values for graphene with silica-like dielectrics
t = 10 * nm
period = 40 * nm
V0, V1 = 3.0, 0.5
eps_r = 3.9
eps = eps_r * eps0
eps_sub = eps
temperature = 300.0
fermi_velocity = 1.0e6
q = 2 * np.pi / period
u = q * t
R = reduction(u)
Cg = eps / t


def gate_wave(x):
    return V0 + V1 * np.cos(q * x)


def measured_factor(n, eps_ratio=1.0):
    x, slope, top = solve_slab(gate_wave, period, t, n, eps_ratio)
    amplitude = 2 * np.mean(slope * np.cos(q * x))
    uniform_gain = np.mean(slope) / V0
    return amplitude / V1 / uniform_gain, top[0]


# Reduction factor from the two-dimensional potential
R_coarse, _ = measured_factor(64)
R_fine, peak_field_fd = measured_factor(128)
R_fd = (4 * R_fine - R_coarse) / 3
assert abs(R_fd / R - 1) < 1e-5

# Largest field lies at the gate crest
peak_field = V0 / t + V1 * q / np.tanh(u)
assert abs(peak_field_fd / peak_field - 1) < 1e-3

# Uniaxial dielectric: in-plane permittivity twice the out-of-plane one
aniso = 2.0
R_aniso = reduction(u * np.sqrt(aniso))
a_coarse, _ = measured_factor(64, aniso)
a_fine, _ = measured_factor(128, aniso)
assert abs((4 * a_fine - a_coarse) / 3 / R_aniso - 1) < 1e-5

# Small and large wavenumber limits
s = sp.symbols("s", positive=True)
series = sp.series(s / sp.sinh(s), s, 0, 6).removeO()
assert sp.simplify(series - (1 - s**2 / 6 + 7 * s**4 / 360)) == 0
assert sp.limit(s / sp.sinh(s) / (2 * s * sp.exp(-s)), s, sp.oo) == 1
u_half = brentq(lambda v: reduction(v) - 0.5, 0.1, 10)


# Averaging kernel, with length measured in units of t
def kernel(y):
    return np.pi / 4 / np.cosh(np.pi * y / 2) ** 2


area = 2 * quad(kernel, 0, 12)[0]
assert abs(area - 1) < 1e-9
for v in (0.3, u, 4.0):
    transform = 2 * quad(lambda y: kernel(y) * np.cos(v * y), 0, 12, limit=200)[0]
    assert abs(transform - reduction(v)) < 1e-8
kernel_half_y = brentq(lambda y: kernel(y) - kernel(0) / 2, 0, 3)
kernel_width = 2 * kernel_half_y * t


def odd_gate(x):
    return np.exp(np.cos(q * x) + 0.4 * np.sin(2 * q * x))


slopes = [solve_slab(odd_gate, period, t, n)[1][0] for n in (64, 128)]
charge_fd = t * (4 * slopes[1] - slopes[0]) / 3
charge_kernel = quad(lambda y: kernel(y) * odd_gate(-y * t), -12, 12,
                     limit=400, points=[0])[0]
assert abs(charge_fd / charge_kernel - 1) < 1e-4

# Ideal channel charge
n_mean_ideal = Cg * V0 / e
n_mod_naive = Cg * V1 / e
n_mod_ideal = R * n_mod_naive

# Graphene: net density = energy**2/(pi*(hbar*v)**2), energy in eV
hv = hbar * fermi_velocity / e
density_coeff = 1 / (np.pi * hv**2)
E_F = brentq(lambda E: e * density_coeff * E**2 - Cg * (V0 - E), 0, V0)
n_mean = density_coeff * E_F**2
Cq = 2 * e * density_coeff * E_F
k_F = np.sqrt(np.pi * n_mean)
assert q < 2 * k_F


def sheet_charge(substrate):
    """Charge amplitude per gate volt for a sheet of finite capacitance Cq."""
    load = Cq + eps * q / np.tanh(u) + substrate * q
    return Cq * eps * q / np.sinh(u) / load


def sheet_charge_fd(substrate):
    """Finite volumes through substrate, charged sheet and gate dielectric."""
    h = 0.05 * nm
    below, above = 2000, int(round(t / h))
    face = np.r_[np.full(below, substrate), np.full(above, eps)]
    diagonal = (face[:-1] + face[1:]) * (1 / h + q**2 * h / 2)
    diagonal[below - 1] += Cq
    off = -face[1:-1] / h
    rhs = np.zeros(len(diagonal))
    rhs[-1] = face[-1] / h
    matrix = diags([off, diagonal, off], [-1, 0, 1], format="csc")
    return Cq * spsolve(matrix, rhs)[below - 1]


for substrate in (eps_sub, 8 * eps0):
    assert abs(sheet_charge_fd(substrate) / sheet_charge(substrate) - 1) < 1e-4

n_mod_screen = sheet_charge(eps_sub) * V1 / e
uniform_response = Cq * Cg / (Cq + Cg)
R_screen = sheet_charge(eps_sub) / uniform_response

# Nonlinear graphene response on a periodic grid
N = 32
x_grid = np.arange(N) * period / N
k = 2 * np.pi * np.fft.rfftfreq(N, d=period / N)
drive = np.full(len(k), Cg)
load = np.full(len(k), Cg)
drive[1:] = eps * k[1:] / np.sinh(k[1:] * t)
load[1:] = eps * k[1:] / np.tanh(k[1:] * t) + eps_sub * k[1:]
gate_k = np.fft.rfft(gate_wave(x_grid))


def imbalance(phi):
    induced = np.fft.irfft(drive * gate_k - load * np.fft.rfft(phi), N)
    return (density_coeff * phi * np.abs(phi) - induced / e) / 1e16


phi_sheet, info, flag, message = fsolve(imbalance, np.full(N, E_F), full_output=True)
assert flag == 1 and np.max(np.abs(imbalance(phi_sheet))) < 1e-6
n_profile = density_coeff * phi_sheet * np.abs(phi_sheet)
n_mod_nonlin = 2 * np.mean(n_profile * np.cos(q * x_grid))
assert abs(n_mod_nonlin / n_mod_screen - 1) < 0.01

# Thermal change of quantum capacitance at fixed mean density
kT = const.k * temperature / e


def net_density(mu):
    def integrand(E):
        return E * (expit((mu - E) / kT) - expit(-(mu + E) / kT))
    value = quad(integrand, 0, mu + 40 * kT, points=[mu], limit=300,
                 epsabs=1e-13, epsrel=1e-11)[0]
    return 2 * density_coeff * value


mu_T = brentq(lambda mu: net_density(mu) / n_mean - 1, 0.5 * E_F, 1.2 * E_F)
step = 1e-3
Cq_T = e * (net_density(mu_T + step) - net_density(mu_T - step)) / (2 * step)
thermal_ratio = Cq_T / Cq
assert abs(thermal_ratio - np.sqrt(1 - np.pi**2 / 3 * (kT / E_F) ** 2)) < 1e-4

# Charge-plane uncertainty, breakdown and tunnelling (rough material inputs)
plane_shift = 0.3 * nm
shift_change = reduction(q * (t + plane_shift)) / R - 1
breakdown = 1.0e9
assert peak_field < breakdown
barrier_eV, mass_ratio, attempt_rate = 3.3, 0.4, 1e15


def decay(z):
    phi = V0 * z / t + V1 * np.sinh(q * z) / np.sinh(u)
    height = max(barrier_eV - phi, 0.0) * e
    return np.sqrt(2 * mass_ratio * const.m_e * height) / hbar


z_path = np.linspace(0, t, 20001)
decay_path = np.array([decay(z) for z in z_path])
wkb = 2 * np.sum((decay_path[1:] + decay_path[:-1]) / 2) * (z_path[1] - z_path[0])
log_transmission = -wkb / np.log(10)
log_current = np.log10(e * n_mean_ideal * attempt_rate * 1e-4) + log_transmission
assert log_current < -10

# Ideal striped gate: square-wave third harmonic is one third of the first
third_gate = 1 / 3
third_channel = third_gate * reduction(3 * u) / R

d12 = 1e16
print(f"gate distance t = {t/nm:.1f} nm; period = {period/nm:.1f} nm")
print(f"V0 = {V0:.2f} V; V1 = {V1:.2f} V; relative permittivity = {eps_r:.1f}")
print(f"q = {q*nm:.4f} 1/nm; qt = {u:.4f}; sinh(qt) = {np.sinh(u):.4f}")
print(f"reduction factor R = {R:.4f}")
print(f"R on 64 mesh = {R_coarse:.6f}; on 128 mesh = {R_fine:.6f}")
print(f"mesh shift = {R_fine-R_coarse:.2e}; extrapolated R = {R_fd:.6f}")
print(f"R = 1/2 at qt = {u_half:.4f}; period/t = {2*np.pi/u_half:.3f}")
for length in (10, 20, 40, 80, 160):
    print(f"period {length} nm: R = {reduction(2*np.pi*t/(length*nm)):.4f}")
print(f"kernel full width at half height = {kernel_width/nm:.2f} nm")
print(f"non-sinusoidal gate, average: mesh {charge_fd:.5f} V, kernel {charge_kernel:.5f} V")
print(f"geometric capacitance = {Cg*100:.4f} uF/cm2")
print(f"ideal mean density = {n_mean_ideal/d12:.3f} x 1e12 cm^-2")
print(f"unreduced density amplitude = {n_mod_naive/d12:.3f} x 1e12 cm^-2")
print(f"reduced density amplitude = {n_mod_ideal/d12:.3f} x 1e12 cm^-2")
print(f"reduced charge amplitude = {n_mod_ideal*e*100:.4f} uC/cm2")
print(f"stripe third/first harmonic: gate {third_gate:.4f}, channel {third_channel:.4f}")
print(f"graphene velocity (rough) = {fermi_velocity:.1e} m/s")
print(f"graphene Fermi energy = {E_F:.4f} eV; 2kF = {2*k_F*nm:.3f} 1/nm")
print(f"graphene mean density = {n_mean/d12:.3f} x 1e12 cm^-2")
print(f"mean density change from ideal = {100*(n_mean/n_mean_ideal-1):.2f} %")
print(f"quantum capacitance = {Cq*100:.3f} uF/cm2")
print(f"finite-screening density amplitude = {n_mod_screen/d12:.3f} x 1e12 cm^-2")
print(f"its change from ideal amplitude = {100*(n_mod_screen/n_mod_ideal-1):.2f} %")
print(f"finite-screening reduction factor = {R_screen:.4f}")
print(f"its change from R = {100*(R_screen/R-1):.2f} %")
print(f"nonlinear density amplitude = {n_mod_nonlin/d12:.4f} x 1e12 cm^-2")
print(f"nonlinear change of amplitude = {100*(n_mod_nonlin/n_mod_screen-1):.3f} %")
print(f"Cq change at {temperature:.0f} K = {100*(thermal_ratio-1):.2f} %")
print(f"plane shift {plane_shift/nm:.1f} nm (rough): R change = {100*shift_change:.2f} %")
print(f"peak field = {peak_field/1e8:.3f} MV/cm")
print(f"breakdown field (rough) = {breakdown/1e8:.0f} MV/cm")
print(f"barrier (rough) = {barrier_eV:.1f} eV; tunnel mass (rough) = {mass_ratio:.1f} m_e")
print(f"attempt rate (rough) = {attempt_rate:.0e} 1/s")
print(f"log10 tunnel transmission = {log_transmission:.1f}")
print(f"log10 tunnel current in A/cm2 = {log_current:.1f}")
print(f"permittivity ratio {aniso:.1f}: anisotropic R = {R_aniso:.4f}")
print("done: every assertion held")
```

Printed output:

```
gate distance t = 10.0 nm; period = 40.0 nm
V0 = 3.00 V; V1 = 0.50 V; relative permittivity = 3.9
q = 0.1571 1/nm; qt = 1.5708; sinh(qt) = 2.3013
reduction factor R = 0.6826
R on 64 mesh = 0.682640; on 128 mesh = 0.682587
mesh shift = -5.29e-05; extrapolated R = 0.682569
R = 1/2 at qt = 2.1773; period/t = 2.886
period 10 nm: R = 0.0235
period 20 nm: R = 0.2720
period 40 nm: R = 0.6826
period 80 nm: R = 0.9041
period 160 nm: R = 0.9748
kernel full width at half height = 11.22 nm
non-sinusoidal gate, average: mesh 2.19527 V, kernel 2.19527 V
geometric capacitance = 0.3453 uF/cm2
ideal mean density = 6.466 x 1e12 cm^-2
unreduced density amplitude = 1.078 x 1e12 cm^-2
reduced density amplitude = 0.736 x 1e12 cm^-2
reduced charge amplitude = 0.1179 uC/cm2
stripe third/first harmonic: gate 0.3333, channel 0.0413
graphene velocity (rough) = 1.0e+06 m/s
graphene Fermi energy = 0.2824 eV; 2kF = 0.858 1/nm
graphene mean density = 5.857 x 1e12 cm^-2
mean density change from ideal = -9.41 %
quantum capacitance = 6.647 uF/cm2
finite-screening density amplitude = 0.628 x 1e12 cm^-2
its change from ideal amplitude = -14.57 %
finite-screening reduction factor = 0.6134
its change from R = -10.13 %
nonlinear density amplitude = 0.6283 x 1e12 cm^-2
nonlinear change of amplitude = -0.014 %
Cq change at 300 K = -1.39 %
plane shift 0.3 nm (rough): R change = -2.14 %
peak field = 3.856 MV/cm
breakdown field (rough) = 10 MV/cm
barrier (rough) = 3.3 eV; tunnel mass (rough) = 0.4 m_e
attempt rate (rough) = 1e+15 1/s
log10 tunnel transmission = -32.7
log10 tunnel current in A/cm2 = -23.7
permittivity ratio 2.0: anisotropic R = 0.4876
done: every assertion held
```
